# Dangling-Bond s and p Populations from Silicon Hyperfine Constants

**Q.** A silicon atom next to a vacancy carries a dangling bond with one unpaired electron. Magnetic resonance gives two hyperfine constants for its 29Si nucleus, and from them you want to say how much of the electron is in 3s and how much in 3p. Why should two magnetic numbers reveal populations at all?

**A.** The nucleus feels the magnetic field of the electron's spin, and that field depends on how the spin is spread around it. I need to show that 3s produces one kind of coupling and 3p another, and that neither contaminates the other.

I take total spin $S=1/2$, a quenched orbital moment and a real orbital $\psi$, and treat the hyperfine interaction to first order. The Hamiltonian is

$$H/h=\mathbf S\cdot\mathbf A\cdot\mathbf I ,$$

with dimensionless spins and $\mathbf A$ in MHz. The electron moment is $\mathbf m=-g_e\mu_B\mathbf S$ with $g_e>0$, and the nuclear moment is $g_n\mu_N\mathbf I$. For 29Si, $g_n$ is negative.

**Q.** Then you will write down a contact term with a delta function and a dipolar term. I distrust that split: the dipole field is singular just where the nucleus sits.

**A.** The split can be derived from an integral that has no such difficulty. With $\rho=\psi^2$, the spin magnetization is $\mathbf M=\mathbf m\rho(\mathbf r)$. It is equivalent to the current density $\nabla\times\mathbf M=\nabla\rho\times\mathbf m$. By the Biot–Savart law the field at the nucleus, taken as origin, is

$$\mathbf B=-\frac{\mu_0}{4\pi}\int\frac{(\nabla\rho\times\mathbf m)\times\mathbf r}{r^3}\,d^3r ,$$

where the minus sign appears because the vector from source to nucleus is $-\mathbf r$. The identity $(\mathbf a\times\mathbf b)\times\mathbf c=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf a(\mathbf b\cdot\mathbf c)$ gives

$$B_i=\frac{\mu_0}{4\pi}\sum_j\int\frac{r_j\partial_i\rho-\delta_{ij}\,\mathbf r\cdot\nabla\rho}{r^3}\,d^3r\;m_j .$$

The energy is $-g_n\mu_N\mathbf I\cdot\mathbf B$. Its minus sign cancels the one in $\mathbf m$. Measuring lengths in bohr and dividing by $h$,

$$A_{ij}=K\int\frac{r_j\partial_i\rho-\delta_{ij}\,\mathbf r\cdot\nabla\rho}{r^3}\,d^3r,\qquad K=\frac{\mu_0}{4\pi}\frac{g_e\mu_Bg_n\mu_N}{h a_0^3}.$$

Near the nucleus $\nabla\rho$ is bounded, so the integrand grows no faster than $1/r^2$. The volume element $r^2dr\,d\Omega$ makes the integral converge.

**Q.** So where does the contact term come from?

**A.** From integrating by parts. Cut out a sphere of radius $\epsilon$; by the estimate just made, its contribution vanishes as $\epsilon\to0$. Outside it,

$$\partial_i\!\left(\rho\frac{r_j}{r^3}\right)=\frac{r_j\partial_i\rho}{r^3}+\rho\,\frac{\delta_{ij}r^2-3r_ir_j}{r^5}.$$

Integrate this. The surface at infinity gives nothing for a bound orbital. On the small sphere the normal leaving the region is $-\hat{\mathbf r}$, the area element is $\epsilon^2d\Omega$, and $r_j/r^3=\hat r_j/\epsilon^2$. Hence

$$\int_{r>\epsilon}\frac{r_j\partial_i\rho}{r^3}d^3r=-\oint\rho\,\hat r_i\hat r_j\,d\Omega+\int_{r>\epsilon}\rho\,\frac{3r_ir_j-\delta_{ij}r^2}{r^5}d^3r .$$

The surface term tends to $-(4\pi/3)\delta_{ij}\rho(0)$, since the angular average of $\hat r_i\hat r_j$ is $\delta_{ij}/3$.

For the other part, $\nabla\cdot(\mathbf r/r^3)=0$ away from the origin, so $\mathbf r\cdot\nabla\rho/r^3=\nabla\cdot(\rho\,\mathbf r/r^3)$. Its integral is $-\oint\rho\,d\Omega\to-4\pi\rho(0)$. It enters $A_{ij}$ with a minus sign and contributes $+4\pi\delta_{ij}\rho(0)$. Since $4\pi-4\pi/3=8\pi/3$,

$$A_{ij}=K\left[\frac{8\pi}{3}\rho(0)\delta_{ij}+\lim_{\epsilon\to0}\int_{r>\epsilon}\rho\,\frac{3r_ir_j-\delta_{ij}r^2}{r^5}d^3r\right].$$

The first term is isotropic. The second is symmetric and has zero trace. The excluded sphere also fixes the order of integration: angles first, then radius.

**Q.** A dangling bond is a hybrid. Squaring it gives a cross term between s and p, and that could spoil the separation.

**A.** Write the part of the orbital on this atom as

$$\psi_{\rm loc}=\sqrt{n_s}\,\phi_s+\sqrt{n_p}\,\phi_p,\qquad \phi_p=R_p(r)\sqrt{\frac{3}{4\pi}}\;\mathbf n\cdot\hat{\mathbf r},$$

where $\phi_s$ and $\phi_p$ are normalized 3s and 3p functions and $\mathbf n$ is the hybrid axis. For now I neglect the rest of the orbital at this nucleus. The local density is

$$\rho=n_s\phi_s^2+n_p\phi_p^2+2\sqrt{n_sn_p}\,\phi_s\phi_p .$$

At the nucleus $\phi_p=0$, so both terms containing it vanish and $\rho(0)=n_s\phi_s(0)^2$.

In the dipolar integral, the s–s term has the angular factor $\int(3\hat r_i\hat r_j-\delta_{ij})d\Omega=0$. The s–p term is odd under $\mathbf r\to-\mathbf r$, while the dipolar factor is even, so it vanishes too. The cross term does displace spin density to one side of the atom, but this coupling at the central nucleus does not detect that displacement.

The p–p term remains. It is symmetric about $\mathbf n$ and traceless, so it has the form $t(3n_in_j-\delta_{ij})$. Its component along $\mathbf n$ is $2t$. With $c=\mathbf n\cdot\hat{\mathbf r}$,

$$\langle c^2\rangle_p=\frac{3}{4\pi}\,2\pi\int_{-1}^{1}c^4dc=\frac32\cdot\frac25=\frac35,$$

and therefore

$$2t=K n_p\left(3\cdot\frac35-1\right)\langle r^{-3}\rangle_p=\frac45Kn_p\langle r^{-3}\rangle_p .$$

Halving gives $t=(2/5)Kn_p\langle r^{-3}\rangle_p$. The radial mean is finite because $R_p$ is proportional to $r$ near the nucleus.

**Q.** Then state how the populations follow from the measured tensor.

**A.** Define the couplings of one unpaired electron entirely in 3s or entirely in 3p:

$$A_s=\frac{8\pi}{3}K\,\phi_s(0)^2,\qquad T_p=\frac25K\langle r^{-3}\rangle_p .$$

The tensor is $A_{ij}=A_{\rm iso}\delta_{ij}+T(3n_in_j-\delta_{ij})$, with $A_{\rm iso}=n_sA_s$ and $T=n_pT_p$. Along the axis the traceless factor is $3-1=2$; across it, the factor is $-1$. Thus

$$A_\parallel=A_{\rm iso}+2T,\qquad A_\perp=A_{\rm iso}-T .$$

Subtraction gives $A_\parallel-A_\perp=3T$. Adding twice the second to the first gives $A_\parallel+2A_\perp=3A_{\rm iso}$. Hence

$$n_s=\frac{A_\parallel+2A_\perp}{3A_s},\qquad n_p=\frac{A_\parallel-A_\perp}{3T_p}.$$

Since $\phi_s$ and $\phi_p$ are orthonormal, the norm of the local part is $\eta^2=n_s+n_p$, and the s fraction of the local hybrid is $n_s/\eta^2$.

Two limits show the meaning. A pure s orbital has $A_\parallel=A_\perp$. A pure p orbital has $A_\parallel=2T$ and $A_\perp=-T$, so its principal values have opposite signs.

**Q.** I would like evidence that no angular factor has been lost.

**A.** A numerical test integrates the first expression for $A_{ij}$, the one obtained from the Biot–Savart law before integrating by parts. It uses a 3s–3p hybrid with its cross term present and splits off no contact part. With $n_s=0.12$ and $n_p=0.65$ put in, the tensor has $A_\parallel=-518.4$ MHz and $A_\perp=-349.5$ MHz. The inversion returns 0.1200 and 0.6500. This checks the angular algebra and the contact factor. It does not show that a real defect orbital has free-atom radial functions.

**Q.** Those radial functions are your next problem. Which free atom supplies the references?

**A.** I use neutral silicon in its triplet P state, computed by nonrelativistic restricted open-shell Hartree–Fock with a point nucleus and a large Gaussian basis of s and p functions. This gives

$$\phi_s(0)^2=3.807\ {\rm bohr}^{-3},\qquad \langle r^{-3}\rangle_p=2.042\ {\rm bohr}^{-3}.$$

With the rounded input $g_n=-1.11$, the coupling is $K=-106.03$ MHz bohr³. Therefore

$$A_s=\frac{8\pi}{3}(-106.03)(3.807)\simeq-3382\ {\rm MHz},$$

$$T_p=\frac25(-106.03)(2.042)\simeq-86.6\ {\rm MHz}.$$

A denser basis spanning the same range of exponents changes either radial quantity by less than 0.01 percent of its value. That does not probe the nuclear cusp, which Gaussians lack: adding tighter s functions raises the contact density by about 0.2 percent, to about 3.815 bohr⁻³, and leaves the inverse cube unchanged. This is negligible for what follows. In restricted open-shell theory the closed-shell orbitals can be mixed among themselves without changing the total energy, and common ways of defining 3s shift its contact density by up to about one and a half percent in either direction. Electron correlation and relativity are still missing, so these are neither exact nor experimental references.

The large ratio of $A_s$ to $T_p$ matters when reading a spectrum. A mostly isotropic tensor can still belong to a mostly p-like orbital.

**Q.** Show me with actual constants.

**A.** Take the round model values $A_\parallel=-450$ MHz and $A_\perp=-270$ MHz. Then

$$A_{\rm iso}=\frac{-450-540}{3}=-330\ {\rm MHz},\qquad T=\frac{-450+270}{3}=-60\ {\rm MHz}.$$

The isotropic part is more than five times the axial constant. The populations are nevertheless

$$n_s=\frac{-330}{-3382}\simeq0.098,\qquad n_p=\frac{-60}{-86.6}\simeq0.693 .$$

Their sum is $\eta^2\simeq0.79$. The local hybrid is about 12 percent s and 88 percent p, with a p/s ratio of about 7.1. An ideal sp³ hybrid has a ratio of 3, so within this model the dangling bond is more p-like than sp³.

The ratio can be written without $K$:

$$\frac{n_p}{n_s}=\frac{T}{A_{\rm iso}}\frac{A_s}{T_p}=\frac{T}{A_{\rm iso}}\;\frac{20\pi}{3}\;\frac{\phi_s(0)^2}{\langle r^{-3}\rangle_p}.$$

The rounding of $g_n$ therefore affects the two populations by the same factor and leaves the hybrid ratio unchanged.

**Q.** You assigned negative signs to both constants. A line splitting does not come with a sign.

**A.** That can be shown for an isotropic electronic g factor and a field along a principal axis $u$. Let $v,w$ be the other axes, and let $\nu_e,\nu_n$ be the electron and nuclear Zeeman frequencies:

$$H/h=\nu_eS_u-\nu_nI_u+A_uS_uI_u+A_vS_vI_v+A_wS_wI_w .$$

The transverse terms connect $|{+}{+}\rangle$ with $|{-}{-}\rangle$ through the matrix element $(A_v-A_w)/4$, and $|{+}{-}\rangle$ with $|{-}{+}\rangle$ through $(A_v+A_w)/4$. The first sign in each state is that of the electron spin. Diagonalizing the two blocks gives

$$E_{1,\pm}=\frac{A_u}{4}\pm\frac{R_1}{2},\qquad E_{2,\pm}=-\frac{A_u}{4}\pm\frac{R_2}{2},$$

$$R_{1,2}^2=(\nu_e\mp\nu_n)^2+\frac{(A_v\mp A_w)^2}{4}.$$

At high field the electron transitions that keep the nuclear spin direction have frequencies

$$E_{1,+}-E_{2,-}=\frac{R_1+R_2}{2}+\frac{A_u}{2},$$

$$E_{2,+}-E_{1,-}=\frac{R_1+R_2}{2}-\frac{A_u}{2}.$$

They differ by $A_u$, so the observed separation at fixed field is $|A_u|$. Diagonalization of the four-level Hamiltonian confirms this for all four sign combinations in the example.

**Q.** Then your populations rest on a guess.

**A.** They rest on a choice that must be checked against the model. Reversing both signs makes both populations negative. Reversing the sign of $A_\perp$ alone gives $A_{\rm iso}=+30$ MHz and $T=-240$ MHz, hence $n_s\simeq-0.009$ and $n_p\simeq2.77$. Reversing $A_\parallel$ alone gives the negatives of these numbers. Of the four choices, one has non-negative populations with a sum not exceeding one.

This selection does not work for every pair of magnitudes. For negative $A_\parallel$ and positive $A_\perp$,

$$n_s=\frac{|A_\parallel|-2|A_\perp|}{3|A_s|},\qquad n_p=\frac{|A_\parallel|+|A_\perp|}{3|T_p|}.$$

If $|A_\parallel|\ge2|A_\perp|$ and the sum is at most one, this choice is admissible as well. The choice with both constants negative is then also admissible. Both its populations are non-negative; compared with the mixed choice, its $n_s$ is larger by $4|A_\perp|/(3|A_s|)$ and its $n_p$ is smaller by $2|A_\perp|/(3|T_p|)$. Since $|A_s|>2|T_p|$, its sum is no larger. The magnitudes alone then do not decide, and the relative sign has to be determined separately.

**Q.** In the solid, the atom is bonded to other atoms. Why should its 3s and 3p functions keep their free-atom size?

**A.** They need not. Consider a uniform contraction by a factor $\lambda$:

$$\phi_\lambda(\mathbf r)=\lambda^{3/2}\phi(\lambda\mathbf r).$$

The prefactor preserves the norm. At the nucleus, $\phi_\lambda(0)^2=\lambda^3\phi(0)^2$. Substituting $\mathbf x=\lambda\mathbf r$ gives

$$\int\frac{\phi_\lambda^2}{r^3}d^3r=\lambda^3\int\frac{\phi(\mathbf x)^2}{x^3}d^3x .$$

Both couplings grow by $\lambda^3$. If the free-atom references are retained, both inferred populations are too large by that factor, while their ratio is correct. An inferred $\eta^2$ above one can therefore signal an unsuitable reference as well as a wrong sign.

A different atomic state need not amount to a uniform contraction. For Si⁺ at the same level of theory, the contact density is 4.280 bohr⁻³ and the inverse cube is 2.617 bohr⁻³. These are about 12 and 28 percent above the neutral values. The references become $A_s\simeq-3801$ MHz and $T_p\simeq-111.0$ MHz, and the same hyperfine constants give

$$n_s\simeq0.087,\qquad n_p\simeq0.54,\qquad \eta^2\simeq0.63 .$$

The total falls from 0.79 to 0.63 with no change in the spectrum. I do not take this interval as an error bound, because the defect atom need not lie between these two free species. It shows that a population should be quoted together with its reference. The s fraction changes from about 0.12 to 0.14, in this example a smaller relative change than that of the total.

**Q.** You also assume that only the unpaired orbital has spin density at the nucleus. The closed shells contain s electrons, and they respond to the unpaired spin.

**A.** They do. Exchange acts differently on the two spin directions, so paired s electrons can have slightly different spatial orbitals. Their net spin is zero, but their spin density at the nucleus need not be.

I estimate this from an unrestricted Hartree–Fock calculation of the neutral atom. Its two unpaired electrons are in 3p, which has no contact density. The computed contact spin density therefore comes from polarization of the closed shells, including 3s. Assigning half of it to each p electron gives $A_{\rm pol}\simeq+68$ MHz per p spin. Because $K$ is negative, this positive coupling means negative spin density at the nucleus.

If the estimate is carried over to the dangling bond, the isotropic relation becomes

$$A_{\rm iso}=n_sA_s+n_pA_{\rm pol}.$$

Solving for the s population,

$$n_s=\frac{A_{\rm iso}}{A_s}-n_p\frac{A_{\rm pol}}{A_s}\simeq0.098-0.693\,\frac{68.4}{-3382}\simeq0.112 .$$

At this level of theory the uncorrected formula would include a spurious contribution of about $-0.014$. That is small on the scale of the total population but about 14 percent of the uncorrected $n_s$. I do not adopt it as a correction. It holds $n_p$ fixed, although closed p shells are polarized too and change $T$. At the unrestricted level the axial constant per p spin is about $-100$ MHz instead of $-86.6$ MHz, which would lower $n_p$ from 0.69 to about 0.60, a larger absolute shift than that of $n_s$. Different s shells contribute with opposite signs, so electron correlation, which is absent here, can change the size of the result considerably. In addition, the unrestricted wave function is not a pure spin state, and the closed shells of a bonded atom differ from those of a free one.

It also affects the sign argument. A slightly negative $n_s$ is not by itself a reason to reject a sign choice, since an uncertain polarization term can move a value near zero across it. In the example, the stronger objection to reversing $A_\perp$ is the p population of 2.77.

**Q.** About a fifth of the electron is missing from your atom. Does it not act on the nucleus from elsewhere?

**A.** It does, and the part that survives at long range is dipolar. For a spin fraction $f$ concentrated at distance $R$ in direction $\mathbf u$, the dipolar integral is

$$A_{ij}^{\rm far}=\frac{Kf}{R^3}(3u_iu_j-\delta_{ij}).$$

Its axial constant is $Kf/R^3$. A numerical test with a Gaussian cloud whose width is small compared with $R$ reproduces this point-dipole value.

As a simple case, put all the missing spin, $f=1-0.790=0.210$, on the hybrid axis at $R=4.5$ bohr:

$$T_{\rm far}=\frac{(-106.03)(0.210)}{4.5^3}\simeq-0.24\ {\rm MHz}.$$

Dividing by $T_p$ gives an apparent $n_p$ of about 0.003. In this case the direct distant field matters far less than the choice of atomic reference. If $\mathbf u$ is not along $\mathbf n$, the two tensors have different axes and their sum is in general not axial.

This estimate does not cover overlap density between atoms, which can also change the contact term. When overlap is appreciable, the norm contains cross terms that belong to two atoms at once. Dividing them between the atoms requires a convention, and the one-centre populations no longer have a unique meaning.

**Q.** What may I then conclude from $n_s=0.098$ and $n_p=0.693$?

**A.** With neutral-atom restricted Hartree–Fock references, no spin polarization and the one-centre model, the silicon atom carries about 0.8 of the unpaired spin, mostly in a 3p function along the dangling-bond axis. These are spin populations. They do not count the paired electrons in the atom's other bonds and do not give its charge.

If there were $N$ equivalent neighbours with the same values, the model would require $N\eta^2\le1$ when overlap and negative spin densities are neglected. With $\eta^2\simeq0.79$, that permits one such atom; the Si⁺ value of 0.63 leads to the same conclusion. The p-like character also survives the change of reference, whereas the value of $n_p$ does not: it falls from about 0.69 to 0.54. The numerical output below gives the computed values behind these comparisons.

## Computed values

```
Nuclear g factor, rounded input: -1.11
Coupling K: -106.029 MHz bohr^3
Si ROHF energy: -288.8541 hartree
Virial ratio -V/T: 1.999999
3s contact density: 3.8073 bohr^-3
3p mean inverse cube: 2.0421 bohr^-3
Contact change in denser basis: -0.007 percent
Inverse-cube change in denser basis: -0.001 percent
Reference A_s: -3381.9 MHz
Reference T_p: -86.61 MHz
Test hybrid input n_s, n_p: 0.1200, 0.6500
Test hybrid A_par: -518.42 MHz
Test hybrid A_perp: -349.54 MHz
Test hybrid recovered n_s, n_p: 0.1200, 0.6500
Example A_par: -450.0 MHz
Example A_perp: -270.0 MHz
Example A_iso: -330.0 MHz
Example T: -60.0 MHz
3s spin population n_s: 0.0976
3p spin population n_p: 0.6928
Total on neighbour eta^2: 0.7904
s fraction of local hybrid: 0.1235
p fraction of local hybrid: 0.8765
p/s ratio: 7.100
Signs A_par=-450, A_perp=-270 MHz: n_s=0.0976, n_p=0.6928, allowed=True
Signs A_par=-450, A_perp=270 MHz: n_s=-0.0089, n_p=2.7711, allowed=False
Signs A_par=450, A_perp=-270 MHz: n_s=0.0089, n_p=-2.7711, allowed=False
Signs A_par=450, A_perp=270 MHz: n_s=-0.0976, n_p=-0.6928, allowed=False
Si+ 3s contact density: 4.2795 bohr^-3
Si+ 3p mean inverse cube: 2.6174 bohr^-3
Si+ reference A_s: -3801.4 MHz
Si+ reference T_p: -111.01 MHz
With Si+ references n_s, n_p: 0.0868, 0.5405
With Si+ references eta^2: 0.6273
UHF polarization constant per p spin: 68.43 MHz
Estimated spurious n_s from polarization: -0.0140
Distant-spin separation: 4.5 bohr
Distant-spin axial constant: -0.244 MHz
Distant-spin effect on n_p: 0.0028
```
